The conduction-electron Rashba coefficient from the eight-band model

**1. One valence state per spin**

Consider an electron moving in the yz plane of a crystal with an s-like conduction state S and p-like valence states X, Y, Z. Suppose first that spin-orbit coupling leaves one valence state within reach of each spin direction. For spin + along x it is R = (Y + iZ)/√2, whose orbital moment along x is +1. For spin − it is the time-reversed partner (Y − iZ)/√2. Hartree atomic units are used, the conduction edge is the zero of energy, and the valence edge lies at −Eg. A slowly varying potential energy V(z) shifts both.

Let S couple to Y with strength P k_y and to Z with P k_z, where k = −i∇. For spin + the envelopes φ (conduction) and χ (valence) obey

E φ = V φ + (P/√2)(k_y + i k_z) χ
E χ = (−Eg + V) χ + (P/√2)(k_y − i k_z) φ. (1)

The second line contains no derivative of χ, so it is solved by division: χ = g (P/√2)(k_y − i k_z) φ, with g(z) = 1/(E + Eg − V). Inserted in the first line, this gives the operator

(P²/2)(k_y + i k_z) g (k_y − i k_z)
= (P²/2)[k_y g k_y + k_z g k_z + i(k_z g k_y − k_y g k_z)]. (2)

Since k_y commutes with g(z), the last bracket is i[k_z, g]k_y. With [k_z, g] = −i g′ it becomes g′ k_y. The electron acquires the energy

(P²/2) g′ k_y for spin +, −(P²/2) g′ k_y for spin −, (3)

the second because the partner state has i replaced by −i. A potential gradient makes g depend on position, the two factors of k then fail to commute with it, and the handedness of the valence state turns the remainder into a spin splitting linear in k. In the crystal the other valence states partly cancel this effect, and the full model is needed to find what survives.

**2. The eight-band model**

The conduction doublet is S with two spins; the valence sextet is X, Y, Z with two spins. The coupling is

⟨S|H|i⟩ = P k_i, i = x, y, z, (4)

the same for both spins. P comes from the momentum matrix element between S and the p-like states. It is made real by choosing the phase of S, and it is taken as constant in space.

Let L be the orbital angular momentum in the Cartesian basis, (L_k)_ij = −i ε_ijk, and let Λ = L·σ. Because Λ = 2L·S = J² − L² − S², it equals 15/4 − 2 − 3/4 = 1 for J = 3/2 and 3/4 − 2 − 3/4 = −2 for J = 1/2. The valence block

H_v = −Eg + V − Δ/3 + (Δ/3)Λ (5)

therefore places the quartet at −Eg + V and the split-off doublet at −Eg − Δ + V.

The model leaves out magnetic field, strain, bulk inversion asymmetry and all other bands. The free-electron energy k²/2 is kept in the conduction block and dropped in the valence block, so the heavy-hole band is flat. This is a poor description of holes, but it makes the elimination algebraic at each point. With kinetic terms in H_v the valence resolvent would be nonlocal.

For an electron in a field 𝓔, V = −Φ, where Φ is the electrostatic potential, and hence ∇V = 𝓔 in these units. For a field along z, V = Fz.

**3. Elimination**

The valence components are χ = G Σ_j P k_j φ, with G = (E − H_v)⁻¹. The conduction spinor then obeys H(E)φ = Eφ, with

H(E) = V + k²/2 + P² Σ_ij k_i G_ij k_j. (6)

Here G_ij is still a 2×2 matrix in spin. To find it, note that (2 + Λ)/3 is 1 on the quartet and 0 on the doublet, while (1 − Λ)/3 is 0 and 1. These are the two projectors. With

g8 = 1/(E + Eg − V), g7 = 1/(E + Eg + Δ − V), (7)

the resolvent is g8(2 + Λ)/3 + g7(1 − Λ)/3, that is

G = a + bΛ, a = (2g8 + g7)/3, b = (g8 − g7)/3. (8)

The a part of (6) is P² Σ_i k_i a k_i, which contains no spin. At the band edge, with V = 0 and E = 0, it adds to k²/2 and gives k²/(2m*), where

1/m* = 1 + (2P²/3)[2/Eg + 1/(Eg + Δ)]. (9)

For the b part, insert Λ_ij = −i Σ_k ε_ijk σ_k and move b to the left:

k_i b k_j = b k_i k_j − i(∂_i b) k_j. (10)

Without a magnetic field k_i k_j is symmetric in i and j and vanishes against ε_ijk. The second term gives

P² Σ_ijk (−i)(−i) ε_ijk (∂_i b) k_j σ_k = −P² σ·(∇b × k). (11)

Differentiating (7) gives ∇g8 = g8² ∇V, and likewise for g7, so

∇b = (1/3)(g8² − g7²) ∇V. (12)

Reversing the cross product in (11) removes the minus sign. The order of k and ∇V does not matter, because their commutator involves ∂_i∂_j V, which is symmetric. To leading order in (E − V)/Eg the resolvents take their band-edge values 1/Eg and 1/(Eg + Δ). The result is

H_R = α0 σ·(k × ∇V), α0 = (P²/3)[1/Eg² − 1/(Eg + Δ)²]. (13)

For V = Fz, k × ẑ = (k_y, −k_x, 0), and therefore

H_R = α(σ_x k_y − σ_y k_x), α = α0 F. (14)

For k along y and F > 0, the state with spin + along x is the upper one, as in (3).

The connection with section 1 can be made quantitative. For spin + and orbital moment +1 the state is pure quartet and contributes g8/2. For spin + and orbital moment −1 it is one third quartet and two thirds doublet, and it contributes with the opposite sign, −(g8/3 + 2g7/3)/2. The sum is (g8 − g7)/3 = b. At Δ = 0 the two orbital moments cancel.

**4. Limits and the vacuum analogue**

For Δ much smaller than Eg, expansion of the second term in (13) gives

α0 ≈ 2P²Δ/(3Eg³). (15)

For Δ much larger than Eg the doublet drops out and α0 ≈ P²/(3Eg²). Spin-orbit coupling is then no longer the small quantity; P and the gap set the size.

The same elimination applied to the Dirac equation gives the spin-orbit term of an electron in vacuum. The upper and lower spinors couple through c σ·k, and their energies differ by 2c². With g = 1/(E + 2c² − V) the folded operator is c² (σ·k) g (σ·k). Since σ_iσ_j = δ_ij + i Σ_k ε_ijk σ_k, its spin part is c² σ·(∇g × k), and with g ≈ 1/(2c²)

H_vac = (1/4c²) σ·(∇V × k). (16)

The sign is opposite to that of (13), because Λ_ij carries −i ε_ijk where σ_iσ_j carries +i ε_ijk. The crystal coupling P is much weaker than c, but the energy denominator enters squared, and a gap of a fraction of a hartree in place of 2c² far outweighs the weaker coupling.

**5. The coefficient of a subband**

In a uniform field without confinement the electron has no bound state. The measurable quantity in a layer is the splitting of a subband, and there the energy dependence of H(E) matters. Let V and the band edges depend on z alone, and write k∥ for the in-plane wave number.

At k∥ = 0 the operator (6) contains no spin, and φ(z) solves

−(Aφ′)′ + (V − E)φ = 0, A = 1/2 + P²a. (17)

Now take k∥ along y. The terms k∥²/2 and P²a k∥² are of second order. The one linear term is P²b′σ_x k∥, from (11). Let ε(E, k∥) be the eigenvalue of H(E) at fixed E. The level is the root of ε(E, k∥) = E, and differentiating this condition gives

dE/dk∥ = (∂ε/∂k∥)/(1 − ∂ε/∂E). (18)

First-order perturbation theory supplies both derivatives. The numerator is ±P²∫b′φ²dz/∫φ²dz. For the denominator, ∂g8/∂E = −g8² leads to ∂a/∂E = −a2, with

a2 = (2g8² + g7²)/3, (19)

and so 1 − ∂ε/∂E = 1 + P²∫a2 φ′²dz/∫φ²dz. The subband coefficient is

α_n = P²∫b′φ²dz / ∫(φ² + P²a2 φ′²)dz. (20)

The levels lie at E ± α_n k∥, a splitting of 2α_n k∥. The second term in the denominator is the weight of the valence components, and its share of the whole denominator is the probability of finding the electron in them: at k∥ = 0 their norm is P²∫φ′(G²)_zz φ′dz, and (G²)_zz = a2 because Λ_zz = 0. Within this model (20) holds to first order in k∥ without a further expansion in E/Eg.

The function b′ contains the gradient of the valence edges. If conduction and valence edges are shaped separately, as in a heterostructure, V in (7) is the common shift of the valence edges alone. If Δ varies in space as well, g8 and g7 have to be formed with the local quartet and doublet edges, and the gradient of Δ contributes to b′. A tilt of the conduction edge acts on α_n through E and φ, but it creates no b′ of its own.

**6. A well with hard walls**

Let φ vanish at z = 0 and z = L, while V = F(z − L/2) tilts all bands between the walls. The valence components follow from φ′ by division and need no boundary condition of their own. A step of b at a wall would contribute to (20) in proportion to φ² there, which is zero. For barriers of finite height this interface contribution has to be added, and it is not small: the walls balance the force of the tilt, so the difference of φ² between the two walls is itself proportional to F. For the well of section 8 with conduction offsets of 0.02 to 0.05 hartree and the same P in the barrier, the interface term is about +0.2 to +0.25 of the hard-wall α when the valence edge of the barrier lies 0.007 to 0.02 hartree lower. It is about −0.2 when that edge lies 0.007 hartree higher and Δ = 0.025 hartree in the barrier. Hard walls are therefore an idealization, not a model of a real heterostructure well.

Since b′ is already proportional to F, the first order in F follows by putting F = 0 everywhere else. Then φ = √(2/L) sin qz with q = π/L, and ∫φ′²dz = q². Equations (17) and (20) become

E = q²(1/2 + P²a), (21)
α/F = (P²/3)(g8² − g7²)/(1 + P²a2 q²), (22)

with the resolvents taken at V = 0 and at the energy E.

For a wide well both corrections can be expanded. Write G8 = 1/Eg and G7 = 1/(Eg + Δ). The difference g8² − g7² falls by the fraction 2rE, where

r = (G8³ − G7³)/(G8² − G7²). (23)

In the norm, q² ≈ 2m*E. Hence

α/(α0F) ≈ 1 − (2r + 2m*P²a2)E, (24)

with a2 at the band edge. Confinement reduces the coefficient in two ways: it increases the energy distance to the valence bands, and it moves probability into the valence components.

**7. When one smooth potential confines the electron**

Suppose now that V(z) is a smooth well that shifts all eight bands equally, with φ decaying on both sides. Multiply (17) by φ′ and integrate. The first term gives −∫(Aφ′)′φ′dz = ∫Aφ′φ″dz = −(1/2)∫A′φ′²dz, and the second gives −(1/2)∫V′φ²dz. Since A′ = P²a2V′,

∫V′(φ² + P²a2φ′²)dz = 0. (25)

The mean force on the whole eight-component state vanishes, as it must in a stationary bound state. To leading order the valence part is negligible, so ∫V′φ²dz = 0, and α0 times the mean gradient is zero however asymmetric the well.

The remainder follows from the next order. Expanding g8² − g7² in E − V gives, for φ normalized to one,

α ≈ α0[∫V′φ²dz + 2r∫V′(V − E)φ²dz]. (26)

The first integral is −P²a2 J by (25), with J = ∫V′φ′²dz. For the second, the leading form of (17) is cφ″ = (V − E)φ, with c = 1/(2m*). Then

∫V′(V − E)φ²dz = −∫(V − E)²φφ′dz
= −c∫(V − E)φ′φ″dz = (c/2)J, (27)

where the first and last steps are integrations by parts. Therefore

α ≈ α0 (rc − P²a2) J. (28)

J vanishes for a symmetric well. Otherwise (27) limits its size: |J| is at most 2/c times the largest |V − E| on the flanks times ∫|V′|φ²dz. Since r and P²a2/c are both of order 1/Eg, the bracket times J, compared with the force on one flank, is at most of the order of this |V − E| divided by the gap. If all lengths are stretched by s and all heights divided by s², this ratio falls as 1/s² at leading order.

The hard-wall well escapes the cancellation because its walls act on the conduction component alone. They balance the force of the tilt on φ, while the gradient of the valence edges remains. An estimate of α as α0 times a field therefore has to use the mean gradient of the valence edges, and it assumes that Δ is the same throughout. It is a leading-order estimate and is useless where that mean nearly cancels: for the common well it gives −α0P²a2J by (25), which misses the term rcJ of (28) and, with the parameters of section 8, has the opposite sign to α. Interface steps may be included in this mean only if they are much smaller than Eg. For larger steps, common in heterostructures, α0 times the step is not a valid estimate, and the change of b itself has to be used, as in (20).

**8. Numbers**

Take the round model parameters Eg = 0.015 hartree, Δ = 0.014 hartree and P = 0.6 hartree bohr. Equation (9) gives 1/m* = 1 + 0.24 × (133.3 + 34.5) = 41.3, so m* = 0.0242 electron masses. Equation (13) gives

α0 = 0.12 × (4444.4 − 1189.1) = 390.6 bohr² = 1.094 nm². (29)

The vacuum value 1/(4c²) is 1.33 × 10⁻⁵ bohr², smaller by a factor of 2.9 × 10⁷.

Now apply F = 10⁻⁵ hartree/bohr, a field of 5.14 × 10⁶ V/m, to a hard-wall well with L = 300 bohr. The leading value is α0F = 3.906 × 10⁻³ hartree bohr. The solution of (17) has E = 0.00196 hartree. The numerator of (20) is 2.881 × 10⁻³ hartree bohr and the norm is 1.107, so that

α = 2.881 × 10⁻³/1.107 = 2.603 × 10⁻³ hartree bohr
= 3.75 × 10⁻³ eV nm. (30)

This is 0.67 of α0F. The larger resolvent denominators account for a factor 0.74, and the norm for 1/1.107 = 0.90. The valence weight is 0.1068/1.1068, or 9.6 per cent. With a gap this small, the band-edge coefficient is a poor estimate for a well of this width.

At k∥ = 0.005 bohr⁻¹ the linear law predicts a splitting of 2.60 × 10⁻⁵ hartree. The full eight-band problem gives 2.42 × 10⁻⁵ hartree, or 0.66 meV, which is 7 per cent less. The in-plane motion accounts for this. To first order in F it enters (21) and (22) by replacing q² with q² + k∥². The energy E then rises from 0.0020 to 0.0024 hartree and α falls by a factor 0.929, of which 0.945 comes from the larger resolvent denominators and 0.984 from the norm.

The formulas were tested against the eight-band Hamiltonian on a grid, where nothing is eliminated. In weak fields (22) agrees with it to better than 0.1 per cent for widths from 200 to 1200 bohr, while α/(α0F) rises from 0.47 to 0.97. For the widest well, (23) gives 2r = 157 per hartree, and 2m*P²a2 = 0.0485 × 1209 = 59 per hartree. With E = 0.000140 hartree, (24) predicts a deficit of 215 × 0.000140 = 0.030 (215 is the sum before rounding), as found.

Three controls on the well of (30) separate the causes. With Δ = 0, or with a tilt of the conduction edge alone, α falls below 10⁻⁵ of its value. With a tilt of the valence edges alone it is 1.006 times its value. The field acts through the valence bands.

For a smooth asymmetric well common to all bands, α is −0.020 times the product of α0 and the force on one flank. When the well is stretched by s = 2 the factor becomes −0.0039. The cancellation of section 7 is thus nearly complete. The ratio of the two factors is 0.20, whereas the leading law gives 0.25. The higher flank of the unstretched well is 0.004 hartree, about a quarter of the gap, and higher orders still matter there: (28), evaluated with the computed φ, gives about −0.014 for s = 1 and −0.0036 for s = 2. On further stretching the ratio approaches the leading law, with 0.24 from s = 2 to 4 and 0.25 from s = 4 to 8.

**9. Where the result fails**

The expansion behind (13) needs |E − V| much smaller than Eg wherever φ is appreciable. Equation (20) goes further, but it too fails if E + Eg − V reaches zero inside the region of the electron. There the level is degenerate with local valence states, and interband tunnelling begins. In a uniform tilt this point lies roughly Eg/F from the electron. For the example Eg/F = 1500 bohr, five times the well width.

Remote bands change both the mass and α0, and they give the valence bands kinetic terms of their own. Bulk inversion asymmetry adds spin splittings that do not need a field. A self-consistent charge distribution changes V and must be found before (20) is evaluated. The numbers above are therefore properties of the stated model.

Numbers as computed

```
gap Eg = 0.015 hartree
spin-orbit splitting Delta = 0.014 hartree
interband coupling P = 0.60 hartree bohr
band-edge mass, formula = 0.02423 electron masses
band-edge mass, 8x8 matrix = 0.02423 electron masses
alpha0 = 390.65 bohr^2 = 1.0939 nm^2
vacuum Pauli coefficient 1/(4c^2) = 1.3313e-05 bohr^2
alpha0 / vacuum coefficient = 2.934e+07
Weak-field wells, F = 1e-07 hartree/bohr:
 L = 200 bohr: E1 = 0.004115 hartree
  alpha/F 8-band = 184.148, formula = 184.164 bohr^2, 8-band/alpha0 = 0.4714
 L = 300 bohr: E1 = 0.002025 hartree
  alpha/F 8-band = 261.941, formula = 261.972 bohr^2, 8-band/alpha0 = 0.6705
 L = 600 bohr: E1 = 0.000548 hartree
  alpha/F 8-band = 348.097, formula = 348.156 bohr^2, 8-band/alpha0 = 0.8911
 L = 1200 bohr: E1 = 0.000140 hartree
  alpha/F 8-band = 378.939, formula = 379.091 bohr^2, 8-band/alpha0 = 0.9700
Worked example:
 slope F = 1e-05 hartree/bohr; field magnitude = 5.142e+06 V/m
 well width = 300 bohr
 subband energy, folded = 0.0019622 hartree
 subband energy, 8-band = 0.0019622 hartree
 alpha0*F = 3.906461e-03 hartree bohr
 numerator P^2<b'> = 2.881449e-03 hartree bohr
 norm factor 1 + valence part = 1.10678
 valence weight = 0.09648
 alpha, subband formula = 2.603449e-03 hartree bohr = 3.7489e-03 eV nm
 alpha, 8-band = 2.603133e-03 hartree bohr
 alpha / (alpha0*F) = 0.6664
 at k = 0.005 1/bohr: 2*alpha*k = 2.6034e-05 hartree
 full 8-band splitting there = 2.4190e-05 hartree = 0.6582 meV
 full / linear splitting = 0.9292
Controls, alpha relative to the worked example:
 Delta = 0: below 1e-5 is True
 tilt of conduction edge only: below 1e-5 is True
 tilt of valence edges only: 1.0057
Common smooth well (lengths x s, heights / s^2):
 s = 1: E = 0.000390 hartree, one-flank force = 9.601e-07 hartree/bohr
  alpha / (alpha0 * one-flank force) = -0.01979
 s = 2: E = 0.000096 hartree, one-flank force = 1.260e-07 hartree/bohr
  alpha / (alpha0 * one-flank force) = -0.00391
```
